# Kramers' Friction Correction to Transition-State Rates of Diffusive Hopping

An atom that diffuses by hopping over barriers of height $E\gg kT$, while exchanging energy with its surroundings through friction, crosses a given barrier at the rate

$$k=\kappa\,k_{\rm TST},\qquad k_{\rm TST}=\frac{\omega_0}{2\pi}\,e^{-E/kT},\qquad \kappa=\sqrt{1+\left(\frac{\gamma}{2\omega_b}\right)^2}-\frac{\gamma}{2\omega_b}. \tag{1}$$

Here $k_{\rm TST}$ is the transition-state rate, $\omega_0$ the angular frequency at the bottom of the well, $\gamma$ the damping rate of the momentum, and $\omega_b$ the barrier frequency, defined by $U''=-m\omega_b^2$ at the top of the potential $U(x)$. The factor $\kappa<1$ accounts for recrossing. It is fixed by the ratio $\gamma/\omega_b$, not by the barrier frequency alone, and the well frequency does not enter it. Equation (1) is the leading order in $kT/E$ for one-dimensional motion with memoryless friction. It holds in the spatial-diffusion regime, where friction is strong enough to keep the well in thermal equilibrium up to the barrier energy.

The starting point is the Langevin equation

$$m\dot v=-U'(x)-m\gamma v+R(t),\qquad \langle R(t)R(t')\rangle=2m\gamma kT\,\delta(t-t'),$$

with $\dot x=v$. In a short time $dt$ the velocity drifts by $(-U'/m-\gamma v)\,dt$ and acquires a random part of variance $2(\gamma kT/m)\,dt$. The phase-space density $p(x,v,t)$ therefore obeys the Klein–Kramers equation

$$\frac{\partial p}{\partial t}=-v\frac{\partial p}{\partial x}+\frac{U'}{m}\frac{\partial p}{\partial v}+\gamma\frac{\partial}{\partial v}\left(vp+\frac{kT}{m}\frac{\partial p}{\partial v}\right). \tag{2}$$

The Boltzmann density $p_{\rm eq}=N\exp[-(mv^2/2+U)/kT]$ is stationary. The first two terms cancel because the energy is conserved by the frictionless motion, and the bracket vanishes because $\partial_v p_{\rm eq}=-(mv/kT)p_{\rm eq}$. This second cancellation is what fixes the noise strength.

Transition-state theory counts every outward crossing of the barrier top in equilibrium as an escape. With $U=0$ at the well bottom, the outward flux is

$$J_{\rm TST}=Ne^{-E/kT}\int_0^\infty v\,e^{-mv^2/2kT}dv=N\frac{kT}{m}e^{-E/kT}. \tag{3}$$

For $kT\ll E$ the well population comes from the harmonic region $U\approx m\omega_0^2x^2/2$:

$$n=N\sqrt{\frac{2\pi kT}{m}}\sqrt{\frac{2\pi kT}{m\omega_0^2}}=N\frac{2\pi kT}{m\omega_0}. \tag{4}$$

The quotient $J_{\rm TST}/n$ is $k_{\rm TST}$ in (1). Friction has dropped out, since an equilibrium average does not depend on it. What the count misses is that an atom which has crossed the top may be knocked back.

To find the net flux, let atoms be supplied inside the well and removed beyond the barrier, so that a steady current flows. Write $p=\zeta\,p_{\rm eq}$, with $\zeta\to1$ on the well side and $\zeta\to0$ on the far side. In (2) the first two terms act on $\zeta$ alone, because they annihilate $p_{\rm eq}$. In the bracket, $vp+(kT/m)\partial_vp=(kT/m)\,p_{\rm eq}\,\partial_v\zeta$, and the outer derivative gives

$$\gamma\frac{kT}{m}\frac{\partial}{\partial v}\left(p_{\rm eq}\frac{\partial\zeta}{\partial v}\right)=p_{\rm eq}\left(\gamma\frac{kT}{m}\frac{\partial^2\zeta}{\partial v^2}-\gamma v\frac{\partial\zeta}{\partial v}\right).$$

Let $y$ be the distance from the top, positive outward. Near the top $U'=-m\omega_b^2y$, and the steady state obeys

$$-v\frac{\partial\zeta}{\partial y}-\omega_b^2y\frac{\partial\zeta}{\partial v}-\gamma v\frac{\partial\zeta}{\partial v}+\gamma\frac{kT}{m}\frac{\partial^2\zeta}{\partial v^2}=0. \tag{5}$$

The coefficients are linear in $y$ and $v$, which suggests a function of one linear combination, $\zeta=\zeta(u)$ with $u=v-gy$. Then $\partial_y\zeta=-g\zeta'$ and $\partial_v\zeta=\zeta'$, so that

$$\left[(g-\gamma)v-\omega_b^2y\right]\zeta'+\gamma\frac{kT}{m}\zeta''=0.$$

This is an equation in $u$ if the square bracket is a multiple of $u$. Taking out $g-\gamma$ leaves $v-\omega_b^2y/(g-\gamma)$, hence the condition

$$g=\frac{\omega_b^2}{g-\gamma},\qquad g^2-\gamma g-\omega_b^2=0,\qquad g=\frac{\gamma}{2}\pm\sqrt{\frac{\gamma^2}{4}+\omega_b^2}.$$

Define $\lambda=g-\gamma$, so that $\lambda g=\omega_b^2$. The equation becomes $\lambda u\zeta'+\gamma(kT/m)\zeta''=0$, with $\zeta'\propto\exp(-m\lambda u^2/2\gamma kT)$. The lower sign makes $\lambda$ negative and $\zeta'$ grow without bound, so it cannot meet the boundary conditions. The upper sign gives

$$\lambda=\sqrt{\frac{\gamma^2}{4}+\omega_b^2}-\frac{\gamma}{2},\qquad
\zeta(u)=\sqrt{\frac{m\lambda}{2\pi\gamma kT}}\int_{-\infty}^{u}e^{-m\lambda s^2/2\gamma kT}ds. \tag{6}$$

Since $g>0$, going to the well side ($y\to-\infty$ at fixed $v$) means $u\to+\infty$ and $\zeta\to1$; on the far side $\zeta\to0$, as required.

The size of the transition region shows where the parabola must be accurate. At fixed $v$, $\zeta$ changes over a distance $\sqrt{\gamma kT/m\lambda}/g$. With $\ell=\sqrt{kT/m\omega_b^2}$ and $g=\omega_b^2/\lambda$ this equals $\ell\sqrt{\gamma\lambda}/\omega_b$, which is less than $\ell$ because $\gamma\lambda=\omega_b^2-\lambda^2$. A thermal velocity $\sqrt{kT/m}$ shifts its centre by $\sqrt{kT/m}/g=\ell\lambda/\omega_b$, again less than $\ell$. It is thus sufficient that the barrier is parabolic over a few lengths $\ell$, within which the potential falls by a few $kT$.

The net flux at the top is $J=\int v\,\zeta(v)\,p_{\rm eq}\,dv$ over all velocities. Because $v\,e^{-mv^2/2kT}=-(kT/m)\,d(e^{-mv^2/2kT})/dv$, integration by parts moves the derivative onto $\zeta$, and the end terms vanish:

$$J=N\frac{kT}{m}e^{-E/kT}\sqrt{\frac{m\lambda}{2\pi\gamma kT}}\int_{-\infty}^{\infty}\exp\left[-\frac{mv^2}{2kT}\left(1+\frac{\lambda}{\gamma}\right)\right]dv .$$

The Gaussian integral is $\sqrt{2\pi kT\gamma/[m(\gamma+\lambda)]}$. The product of the two roots is $\sqrt{\lambda/(\lambda+\gamma)}=\sqrt{\lambda/g}$, and $g=\omega_b^2/\lambda$ turns this into $\lambda/\omega_b$. Therefore

$$J=N\frac{kT}{m}e^{-E/kT}\,\frac{\lambda}{\omega_b}=\kappa J_{\rm TST},\qquad \kappa=\frac{\lambda}{\omega_b}. \tag{7}$$

Inside the well $\zeta\approx1$, so the population is still (4), and $J/n$ is the rate (1). Symbolic substitution confirmed that (6) solves the steady equation, and quadrature at several positions near the top gave the same flux (7).

The quantity $\lambda$ has a direct mechanical meaning. Without noise, motion near the top obeys $\ddot y+\gamma\dot y-\omega_b^2y=0$. A solution $e^{st}$ requires $s^2+\gamma s-\omega_b^2=0$, whose positive root is $\lambda$. The recrossing factor is the rate at which the atom runs away from the top with friction, divided by the same rate without it. A slow departure gives the noise more time to reverse the outcome.

This can be made quantitative by following single trajectories. With $\xi=R/m$, the combination $z=v+gy$ obeys

$$\dot z=-\gamma v+\omega_b^2y+\xi+gv=\lambda v+\lambda g\,y+\xi=\lambda z+\xi .$$

For a start at the top with velocity $v_0$,

$$z(t)e^{-\lambda t}=v_0+\int_0^t e^{-\lambda s}\xi(s)\,ds .$$

At long times the integral is a Gaussian variable of variance $(2\gamma kT/m)/(2\lambda)=\gamma kT/m\lambda$. The growing mode decides the final side, so the atom settles outward if the right-hand side is positive. The probability of that is $\zeta(v_0)$, with the function of (6). Averaged over outward crossings, which are weighted by their flux, the probability of settling outward is

$$P=\int_0^\infty\frac{mv}{kT}e^{-mv^2/2kT}\zeta(v)\,dv .$$

Splitting the flux integral for $\kappa=J/J_{\rm TST}$ into positive and negative velocities and using $\zeta(-v)=1-\zeta(v)$ gives

$$\kappa=\int_0^\infty\frac{mv}{kT}e^{-mv^2/2kT}\left[\zeta(v)-\zeta(-v)\right]dv=2P-1. \tag{8}$$

A fraction $1-P=(1-\kappa)/2$ of the outward crossings ends back on the well side, yet the rate is reduced by twice that fraction. The reason is that some crossings which do settle outward belong to atoms that came from outside, or are repeated crossings of one escape. Subtracting the inward crossings that later settle outward, a fraction $1-P$, removes this overcounting.

For weak damping, expansion of (1) gives $\kappa\approx1-\gamma/2\omega_b$. For strong damping, $\sqrt{1+\gamma^2/4\omega_b^2}\approx\gamma/2\omega_b+\omega_b/\gamma$, so that

$$\kappa\approx\frac{\omega_b}{\gamma},\qquad k\approx\frac{\omega_0\omega_b}{2\pi\gamma}e^{-E/kT}. \tag{9}$$

The second limit can be reached without phase space. In overdamped motion the position density $\rho$ carries the current $J=-(kT/m\gamma)\,e^{-U/kT}\,d(\rho e^{U/kT})/dx$. In each well $\phi=\rho e^{U/kT}$ is nearly constant, and across one barrier, with $J$ constant, it drops by $J(m\gamma/kT)\int e^{U/kT}dx$. With the next well empty, that drop is the whole of $\phi$, while the well population is $\phi\int e^{-U/kT}dx$. Hence

$$k=\frac{kT}{m\gamma}\left[\int e^{U/kT}dx\int e^{-U/kT}dx\right]^{-1}, \tag{10}$$

each integral covering one period. Parabolic approximations turn the integrals into $e^{E/kT}\sqrt{2\pi kT/m\omega_b^2}$ and $\sqrt{2\pi kT/m\omega_0^2}$, and (10) becomes (9).

To connect the rate with diffusion, consider wells a distance $a$ apart and independent hops to either neighbour at rate $k$. The occupations obey $\dot P_j=k(P_{j-1}+P_{j+1}-2P_j)$, and a modulation $P_j\propto e^{iqj}$ decays at the rate

$$\Lambda(q)=2k(1-\cos q). \tag{11}$$

For small $q$ this is $kq^2$. Diffusion damps a wave of wavenumber $q/a$ at the rate $D(q/a)^2$, so $D=ka^2$. In the spatial-diffusion regime, where the hops are independent and reach only the nearest wells, friction therefore lowers $D$ below its transition-state value by the same factor $\kappa$. If $\gamma$ and $\omega_b$ do not depend on temperature, it changes the prefactor of $D$ and, to leading order in $kT/E$, leaves the activation energy at $E$. This refers to one atom in one dimension with every neighbouring well free; diffusion by vacancies in a crystal adds a formation energy and a correlation factor.

Equation (11) also offers a check that avoids the construction of $\zeta$. The slowest decay rate of the full Klein–Kramers operator in a periodic potential, found numerically for a given $q$, yields $k$ with neither a parabolic barrier nor an assumed steady state.

Take the model potential $U=(E/2)[1-\cos(2\pi x/a)]$ with $m=60$ u, $E=0.50$ eV, $a=0.25$ nm, $T=600$ K and $\gamma=10$ ps$^{-1}$. These are round parameters, not those of a named material. The curvature has the same magnitude at bottom and top, $(E/2)(2\pi/a)^2$, so

$$\omega_0=\omega_b=\frac{2\pi}{a}\sqrt{\frac{E}{2m}}=15.9\ {\rm ps^{-1}},\qquad \frac{\gamma}{\omega_b}=0.6275,\qquad \frac{E}{kT}=\frac{0.50}{0.0517}=9.67 .$$

The recrossing factor is $\kappa=\sqrt{1+0.3138^2}-0.3138=0.734$, and about 13% of outward crossings end back on the well side. The rates follow as

$$k_{\rm TST}=\frac{15.9\times10^{12}\ {\rm s^{-1}}}{2\pi}e^{-9.67}=1.60\times10^8\ {\rm s^{-1}},$$

$$k=0.734\times1.60\times10^8\ {\rm s^{-1}}=1.18\times10^8\ {\rm s^{-1}},$$

and $D=ka^2=7.3\times10^{-12}$ m$^2$/s, or $7.3\times10^{-8}$ cm$^2$/s. Both $k$ and $D$ are computed from unrounded factors, so the last digit can differ from the product of the rounded ones.

The full operator, with $k$ read from (11) as $\Lambda(\pi/2)/2$, gives $1.14\times10^8$ s$^{-1}$, which is 3% below the Kramers value. Most of this difference comes from the shape of the well. With $\theta=2\pi x/a$, $U/E\approx\theta^2/4-\theta^4/48$, and the harmonic weight has $\langle\theta^2\rangle=2kT/E$ and $\langle\theta^4\rangle=12(kT/E)^2$. The quartic term raises the well integral by the relative amount $(E/kT)\langle\theta^4\rangle/48=kT/4E$, or 2.6% here, and lowers the rate accordingly. Using the full well integral in the transition-state rate indeed reduces it from 1.60 to $1.55\times10^8$ s$^{-1}$. For strong damping the barrier integral in (10) grows by the same relative amount, so the total reduction tends to $kT/2E$. At $E/kT=100$ and $\gamma/\omega_b=100$ the computed ratio of (10) to the Kramers rate is 0.995, as this predicts.

Simulated trajectories started at a parabolic top gave $2P-1=0.732\pm0.003$ for the damping ratio of the example, in agreement with (8). With $E/kT$ held at its value in the example, the operator rates divided by $k_{\rm TST}$ follow $\kappa$ over a wide range of friction: 0.833 against 0.861 at $\gamma/\omega_b=0.3$, and 0.093 against 0.099 at $\gamma/\omega_b=10$. At the lower friction the assumption behind (11) is already slightly broken: jumps over two periods occur at about 2% of the rate of single ones and count twice in $\Lambda(\pi/2)/2$, and the nearest-neighbour rate alone is 0.80 of $k_{\rm TST}$.

Equal frequencies cannot show which one controls $\kappa$. Adding a small term proportional to $1-\cos(4\pi x/a)$ makes them unequal without changing the barrier height: the term vanishes at both bottom and top, and if its amplitude is small enough these points remain the lowest and highest of the potential. For $\gamma/\omega_b=1.5$, the ratio of the operator rate to (1), extrapolated linearly to $kT/E=0$, is 1.009 for $\omega_0/\omega_b=0.655$ and 1.005 for $\omega_0/\omega_b=1.528$. If $\omega_0$ replaces $\omega_b$ in $\kappa$, these ratios become 1.34 and 0.81. In the first case the ratio hardly moves between $E/kT=10$ and 20, staying near 1.009, so those two points alone do not display the approach to one.

The formula fails at low friction, although $\kappa\to1$ there. For weak damping, an atom crossing the well near the barrier energy loses the energy $\gamma\int mv^2dt\approx\gamma S$, where $S=\int p\,dx$ is the action of one frictionless traversal at the barrier energy, with $p=mv$ the momentum. Escape drains the states within about $kT$ of the top. They stay in equilibrium if the exchange of energy in one traversal is large on that scale, which requires $\gamma S\gg kT$. For the cosine potential $E-U=E\cos^2(\pi x/a)$, so

$$S=\sqrt{2mE}\int_{-a/2}^{a/2}\cos\frac{\pi x}{a}\,dx=\frac{2a}{\pi}\sqrt{2mE}=\frac{4E}{\omega_b},\qquad \frac{\gamma S}{kT}=4\,\frac{\gamma}{\omega_b}\,\frac{E}{kT}, \tag{12}$$

where $a=(2\pi/\omega_b)\sqrt{E/2m}$ was used. The example has $4\times0.6275\times9.67=24$, well inside the regime. This value exceeds $E/kT$, so it cannot be the actual energy loss in units of $kT$; it only shows that the exchange of energy is large on that scale. The decay rates of the example at $q=\pi$ and $q=\pi/2$ have the ratio 1.997, close to the value 2 that (11) gives for nearest-neighbour hops.

At $\gamma/\omega_b=0.05$ and $E/kT=10$, (12) gives $\gamma S/kT=2$. Now $\kappa=0.975$, but the total escape rate from a well is only 0.58 of the Kramers value $2\kappa k_{\rm TST}$. The diffusion coefficient, by contrast, is about 1.9 times $\kappa k_{\rm TST}a^2$. The two results are compatible because an atom that loses little energy can pass over several wells before it is trapped. If $k_l$ is the rate of jumps by $l$ periods, (11) generalizes to $\Lambda(q)=\sum_{l\ne0}k_l(1-\cos ql)$, whose small-$q$ form gives $D=(a^2/2)\sum_{l\neq0}l^2k_l$. Long jumps enter with weight $l^2$, whereas the escape rate $\sum_{l\neq0}k_l$ counts each jump once. In this regime weaker friction reduces the supply of energetic atoms but lengthens their flights, and a single recrossing factor no longer describes diffusion.

A further limit lies in the friction itself. Equation (2) assumes that the random force forgets its past quickly. If the friction instead has a memory decaying as $e^{-t/\tau}$, with $\gamma$ its time integral, the runaway rate from the top obeys $\lambda^2+\lambda\gamma/(1+\lambda\tau)=\omega_b^2$, and $\kappa=\lambda/\omega_b$ is taken with this root. A constant $\gamma$ is thus safe when $\tau\ll1/\lambda$, here about 0.085 ps. A memory time $\tau=1/\omega_b\approx0.06$ ps would raise $\kappa$ by 15% in the example, but by only 1% at $\gamma/\omega_b=100$, where the departure is slow. Lattice vibrations in a solid typically respond on a scale comparable with $1/\omega_b$, so a constant $\gamma$ is a model there and (1) an estimate. The treatment is also classical, which needs $\hbar\omega_b$ small against $kT$; the example has $\hbar\omega_b/kT\approx0.2$.

## Values computed for the example and the checks

```
WORKED EXAMPLE (model parameters)
mass = 60 u
barrier height E = 0.50 eV
period a = 0.25 nm
temperature = 600 K
damping rate gamma = 10.0 ps^-1
kT = 0.05170 eV
E/kT = 9.670 (no unit)
omega_0 = omega_b = 15.935 ps^-1
gamma/omega_b = 0.6275 (no unit)
growth rate lambda = 11.701 ps^-1
kappa = 0.7343 (no unit)
returning fraction (1-kappa)/2 = 0.1328 (no unit)
gamma*S/kT = 24.27 (no unit)
harmonic TST one-way rate = 1.6009e+08 s^-1
full-well TST one-way rate = 1.5544e+08 s^-1
Kramers one-way rate = 1.1756e+08 s^-1
full-operator one-way rate = 1.1386e+08 s^-1
full operator/Kramers rate = 0.9686 (no unit)
Kramers D = 7.3473e-12 m^2/s = 7.3473e-08 cm^2/s
full-operator D = 7.1282e-12 m^2/s
decay-rate ratio q=pi to q=pi/2 = 1.9967 (no unit)
TRAJECTORIES FROM THE BARRIER TOP
gamma/omega_b=0.628: 2P-1=0.7321, std. error=0.0034, kappa=0.7343
gamma/omega_b=3.000: 2P-1=0.3037, std. error=0.0048, kappa=0.3028
FRICTION SCAN, same E/kT: rate/harmonic TST rate (no unit)
gamma/omega_b=0.3: operator=0.8330, kappa=0.8612
gamma/omega_b=1.0: operator=0.5968, kappa=0.6180
gamma/omega_b=3.0: operator=0.2880, kappa=0.3028
gamma/omega_b=10.0: operator=0.0935, kappa=0.0990
WHICH FREQUENCY: operator/formula, gamma/omega_b=1.5 (no unit)
omega_0/omega_b=0.655: E/kT=10: 1.0093, 20: 1.0090, limit: 1.0086; omega_0 in kappa: 1.3446
omega_0/omega_b=1.000: E/kT=10: 0.9624, 20: 0.9822, limit: 1.0021; omega_0 in kappa: 1.0021
omega_0/omega_b=1.528: E/kT=10: 0.9726, 20: 0.9885, limit: 1.0045; omega_0 in kappa: 0.8061
overdamped/Kramers D at E/kT=100, gamma/omega_b=100: 0.9951 (no unit)
LOW-FRICTION FAILURE
E/kT = 10, gamma/omega_b = 0.05 (no unit)
gamma*S/kT = 2.00 (no unit)
kappa = 0.9753 (no unit)
total escape rate/Kramers value = 0.577 (no unit)
D/Kramers single-hop value = 1.857 (no unit)
```
